\section*{Surface Tension and Contact Angle from a Sessile-Drop Profile}

\section{A drop without gravity}

Take a drop resting on a level plane, and switch gravity off. The pressure inside is uniform and exceeds the outside pressure by $2\gamma/b$, where $\gamma$ is the surface tension and $b$ the radius of the drop. The profile is an arc of a circle. At fixed radius and contact angle, doubling $\gamma$ doubles the excess pressure and leaves the arc unchanged, so a photograph gives $b$ and the contact angle but says nothing about $\gamma$.

Gravity makes the pressure grow with depth and flattens the drop. All information on $\gamma$ lies in this departure from the circle. A small departure still determines $\gamma$ if the edge is known without error; with a noisy edge, what counts is the part of the departure that cannot be mistaken for a different circle, compared with the noise that remains after averaging over the edge points.

\section{The profile equation}

Let the drop be axisymmetric and at rest, with uniform $\gamma$ and density excess $\Delta\rho$ over the gas. Measure depth $z$ downward from the apex, radius $r$ from the axis and arc length $s$ from the apex. The tangent angle $\phi$ is zero at the apex and equals the contact angle $\theta<\pi$, measured through the liquid, at the plane. Then
\begin{equation}
\frac{dr}{ds}=\cos\phi,\qquad \frac{dz}{ds}=\sin\phi .
\end{equation}
The principal curvatures are $K=d\phi/ds$ and $\sin\phi/r$. By symmetry both equal $1/b$ at the apex, which defines $b$. The excess pressure at depth $z$ is therefore $2\gamma/b+\Delta\rho\,gz$, and division by $\gamma$ gives the Young-Laplace equation
\begin{equation}
K+\frac{\sin\phi}{r}=\frac2b+cz,\qquad c=\frac{\Delta\rho\,g}{\gamma},\qquad \beta=cb^2 .
\label{yl}
\end{equation}
The number $\beta$ measures the flattening. No unit-dependent constant appears, so the equations read the same in atomic units.

Multiply \eqref{yl} by $r\cos\phi$. The left side is $d(r\sin\phi)/ds$, and $r\cos\phi\,ds=r\,dr$. Hence
\begin{equation}
d(2\pi r\sin\phi)=\Big(\frac2b+cz\Big)d(\pi r^2)
=d\Big[\pi r^2\Big(\frac2b+cz\Big)\Big]-c\,\pi r^2dz .
\end{equation}
With $V=\int\pi r^2dz$, integration from the apex gives the vertical force balance
\begin{equation}
2\pi r\sin\phi+cV=\pi r^2\Big(\frac2b+cz\Big).
\label{force}
\end{equation}
Solving it for $\sin\phi/r$ and inserting the result in \eqref{yl} yields
\begin{equation}
K=\frac1b+\frac{cz}{2}+\frac{cV}{2\pi r^2}.
\end{equation}
For $c\ge0$ this is positive up to $\phi=\pi$, so $\phi$ can replace $s$ as the variable:
\begin{equation}
\frac{dr}{d\phi}=\frac{\cos\phi}{K},\qquad \frac{dz}{d\phi}=\frac{\sin\phi}{K}.
\label{phi}
\end{equation}
For negative $c$ the argument fails, and $K$ may vanish.

The ratio $\sin\phi/r$ is $0/0$ at the apex, so the integration starts from a series. Put $\phi=s/b+as^3$. Then $r=s-s^3/(6b^2)$ and $z=s^2/(2b)$ to the order needed, and
\begin{equation}
\frac{\sin\phi}{r}=\frac1b+as^2,\qquad K=\frac1b+3as^2 .
\end{equation}
Equation \eqref{yl} requires $4a=c/(2b)$, so $a=c/(8b)$. Inversion gives $s=b\phi-cb^3\phi^3/8$. Inserting this in $r$, and integrating $dz=\sin\phi\,(ds/d\phi)\,d\phi$, we find
\begin{align}
r&=b\phi-\Big(\frac b6+\frac{cb^3}{8}\Big)\phi^3,\\
z&=\frac{b\phi^2}{2}-\Big(\frac b{24}+\frac{3cb^3}{32}\Big)\phi^4 .
\end{align}

\section{The least-squares fit}

The unknowns are the apex position $(x_0,z_0)$, $b$ and $c$. An edge point $(X,Z)$ has folded coordinates $R=|X-x_0|$ and $D=Z-z_0$. With outward normal $(\sin\phi,-\cos\phi)$, define
\begin{align}
F&=(R-r)\cos\phi+(D-z)\sin\phi,\\
d&=(R-r)\sin\phi-(D-z)\cos\phi .
\end{align}
The nearest curve point has $F=0$, and $d$ is then the signed distance. Since $r'\cos\phi+z'\sin\phi=1/K$, we have $F'=-(1/K+d)$, and Newton's step is
\begin{equation}
\phi\leftarrow\phi+\frac{F}{1/K+d}.
\end{equation}

The foot point moves when a parameter changes, but this does not affect $d$ to first order: $\partial d/\partial\phi=-(r'\sin\phi-z'\cos\phi)+F=0$. With subscripts for derivatives at fixed $\phi$,
\begin{align}
\frac{\partial d}{\partial p}&=-(r_p\sin\phi-z_p\cos\phi),\quad p=b,c,\\
\frac{\partial d}{\partial x_0}&=-\operatorname{sgn}(X-x_0)\sin\phi,\qquad
\frac{\partial d}{\partial z_0}=\cos\phi .
\end{align}
Differentiating \eqref{phi} gives equations integrated together with the profile:
\begin{equation}
r_p'=-\frac{\cos\phi\,K_p}{K^2},\qquad z_p'=-\frac{\sin\phi\,K_p}{K^2},
\end{equation}
\begin{equation}
K_b=-\frac2{b^2}+cz_b+\frac{\sin\phi}{r^2}r_b,\qquad
K_c=z+cz_c+\frac{\sin\phi}{r^2}r_c .
\end{equation}
Their starting values are the derivatives of the apex series.

The algorithm is as follows.
\begin{enumerate}
\item Fit a circle to the cap through the linear relation $X^2+Z^2=2uX+2vZ+k$. It supplies $x_0$, $z_0$ and $b$; start with $c=0.5/b^2$.
\item Integrate the profile, find the foot points, and form the distances $d_i$ and the Jacobian $J$.
\item Solve the linear least-squares problem $\min|d+J\delta p|^2$, with the $c$ column multiplied by $b^{-3}$ to balance the scales.
\item Shorten the step if it changes a length by more than $0.3b$, changes $\beta$ by more than 1, or removes more than 80\,\% of $c$. Repeat until the full step is negligible.
\end{enumerate}
The last limit keeps $c$ positive. If the noise is so strong that the best $c$ is not positive, the iteration does not converge, and the data give no finite positive best value of $\gamma$.

For independent normal noise of standard deviation $\sigma$, a small error vector $e$ shifts the parameters by $-(J^TJ)^{-1}J^Te$. Their covariance is therefore $C=\sigma^2(J^TJ)^{-1}$.

If the plane lies at $Z=H$ in the image, with $Z$ measured downward, the contact angle solves $z(\theta;b,c)=H-z_0$. Differentiation, with $\partial z/\partial\phi=\sin\theta/K$, gives
\begin{equation}
\delta\theta=\frac{K}{\sin\theta}\left(\delta H-\delta z_0-z_b\,\delta b-z_c\,\delta c\right).
\end{equation}
The variance of $\theta$ follows from $C$ and the independent baseline error.

\section{What gravity does to a nearly spherical drop}

Describe the profile by $h(\phi)=r\sin\phi-z\cos\phi$, whose change at fixed $\phi$ is the normal displacement. Because $r'\sin\phi=z'\cos\phi$,
\begin{equation}
h'=r\cos\phi+z\sin\phi,\qquad h''=-h+\frac1K .
\end{equation}
Thus $1/K=h+h''$. Also $r=h\sin\phi+h'\cos\phi$, so the other radius of curvature is $r/\sin\phi=h+h'\cot\phi$. Equation \eqref{yl} becomes
\begin{equation}
\frac1{h+h''}+\frac1{h+h'\cot\phi}=\frac2b+cz .
\end{equation}
For the sphere, $h_0=b(1-\cos\phi)$ and both radii equal $b$. Put $h=h_0+b\beta f$ and keep first order in $\beta$. The left side changes by $-(\beta/b)(f''+f'\cot\phi+2f)$, and the right side by $cb(1-\cos\phi)=(\beta/b)(1-\cos\phi)$. With $\mu=\cos\phi$,
\begin{equation}
\frac{d}{d\mu}\left[(1-\mu^2)\frac{df}{d\mu}\right]+2f=-(1-\mu).
\end{equation}
Call the left side $\mathcal L f$. Direct differentiation gives $\mathcal L1=2$, $\mathcal L\mu=0$ and $\mathcal L[\mu\ln(1+\mu)]=2-3\mu$. Since $-(1-\mu)=-\frac13(2-3\mu)-\frac13$, the solution regular at the apex is $f=-\frac{\mu}{3}\ln(1+\mu)-\frac16+A\mu$. The apex stays at the origin, so $f=0$ at $\mu=1$, which fixes $A=\frac16+\frac13\ln2$:
\begin{equation}
f=-\frac{1-\mu}{6}-\frac\mu3\ln\frac{1+\mu}{2}.
\label{f}
\end{equation}
At the equator $f=-1/6$: the flattened drop lies inside the sphere with the same apex curvature. As $\phi\to\pi$ the logarithm diverges. The expansion therefore needs a fixed $\theta<\pi$ and fails for a nearly nonwetting drop unless $\beta$ is correspondingly smaller.

\section{The error of the surface tension}

To this order $h=b(1-\mu)+b^3cf$. A change of $b$ produces the displacement $1-\mu$ at leading order, and a vertical shift produces a multiple of $\mu$. Together they imitate any combination of $1$ and $\mu$. A sideways shift is odd between the two sides and does not mix with these when both sides are sampled alike.

Split the $c$ column of $J$ into a part that the other columns can imitate and a part $a_\perp$ orthogonal to them. The least-squares residual is orthogonal to $a_\perp$, so noise $e$ causes an error of magnitude $|a_\perp\!\cdot e|/|a_\perp|^2$ in $c$, with variance $\sigma^2/|a_\perp|^2$. For $N$ points evenly spaced in arc length, which on a sphere means evenly in $\phi$, $|a_\perp|^2=Nb^6q^2$ with
\begin{equation}
q^2(\theta)=\min_{a_0,a_1}\frac1\theta\int_0^\theta(f-a_0-a_1\mu)^2\,d\phi .
\end{equation}
Because $\gamma=\Delta\rho\,g/c$, small relative errors of $\gamma$ and $c$ are equal in size, and for $\beta\to0$
\begin{equation}
\frac{\sigma_\gamma}{\gamma}\to\frac{\sigma}{b\sqrt N\,q\,\beta}
=\frac{\sigma\gamma}{\sqrt N\,q\,\Delta\rho\,g\,b^3}.
\label{law}
\end{equation}
In this limit, halving the drop at fixed $\theta$, $N$ and $\sigma$ multiplies the error by eight. If the magnification is raised so that $\sigma$ shrinks in proportion to $b$, the factor is four.

A shallow drop is a second limit. With $\epsilon=1-\mu$, expansion of \eqref{f} gives
\begin{equation}
f=-\frac\epsilon6+\frac{1-\epsilon}{3}\left(\frac\epsilon2+\frac{\epsilon^2}{8}\right)+\dots
=-\frac{\epsilon^2}{8}+\dots=-\frac{\phi^4}{32}+\dots
\end{equation}
Set $\phi=\theta t$. The part of $t^4$ orthogonal to $1$ and $t^2$ on $[0,1]$ is $\frac8{35}P_4(t)$, and the rms value of $P_4$ there is $1/3$. Hence
\begin{equation}
q\to\frac{\theta^4}{32}\cdot\frac{8}{105}=\frac{\theta^4}{420}.
\end{equation}
At fixed $b$ a low contact angle is thus very unfavourable: $q$ falls from 0.0901 at $140^\circ$ to 0.00286 at $60^\circ$. At fixed contact radius $\ell\simeq b\theta$ the loss is milder. The error then grows as $1/(\ell^3\theta)$, as long as $c\ell^2\simeq\beta\theta^2$ remains small; for a shallow drop $\beta$ itself need not be small.

\section{Two drops of molten gold}

Rough values for molten gold on a poorly wetted ceramic are $\gamma=1100$ mN/m ($0.0687$ eV/\AA$^2$), $\Delta\rho=17000$ kg/m$^3$ and $\theta=140^\circ$ at 1400 K. They give $c=0.15156$ mm$^{-2}$. Synthetic profiles with $N=200$ points were produced by integration in arc length and fitted by integration in $\phi$. Edge noise and baseline error are both 2 $\mu$m.

For $b=3$ mm the contact radius is 2.100 mm, the height 3.242 mm and the volume 49.91 mm$^3$. In \eqref{force} the left side is $8.482+7.565=16.047$ mm and the right side $13.856\times1.1581=16.047$ mm, equal to the digits shown. For $b=0.5$ mm the flattening is $\beta=0.0379$, against 1.364 for the large drop. Without noise both fits return 1100.00 mN/m and $140.000^\circ$, so near-sphericity does not by itself hide $\gamma$.

With noise, the predicted tension error is 0.174\,\% for the large drop and 9.1\,\% for the small one. Eighty repeated fits scatter by 0.163\,\% and 8.7\,\% in $c$, which agrees, since a standard deviation from 80 samples is itself uncertain by about 8\,\%. One standard error in $c$ spans roughly 1008 to 1211 mN/m for the small drop. The predicted angle errors are $0.17^\circ$ and $0.47^\circ$: the small drop still yields a useful contact angle.

A single noisy fit of the small drop gave 1113 mN/m, closer than its error bar entitles one to expect. Its rms misfit, 1.94 $\mu$m, is nearly that of the large drop, 1.90 $\mu$m, so a good fit is no evidence of a well-determined tension. The single large-drop fit gave $139.59^\circ$, a deviation of 2.4 standard errors.

The cause can be read in micrometres. In the small drop $b\beta=18.94$ $\mu$m, and the first-order gravity distortion has an rms size of 5.54 $\mu$m. Radius and height changes imitate most of it, leaving $18.94\times0.09011=1.707$ $\mu$m. Averaging reduces the noise to $2/\sqrt{200}=0.1414$ $\mu$m, and $0.1414/1.707=8.3\,\%$ is the prediction of \eqref{law}.

Raising gravity 36-fold on the small drop, at fixed $b$, $\theta$, $N$ and $\sigma$, restores $\beta=1.364$ and lowers the error to 1.05\,\%. The remaining factor of six relative to the large drop is the ratio of $\sigma/b$. The full ratio of about 52 is thus $6\times8.7$: relative edge noise times lack of flattening.

\begin{center}
\begin{tabular}{cccc}
$b$ (mm) & $\beta$ & full error (\%) & law \eqref{law} (\%)\\
0.25 & 0.0095 & 68 & 66\\
0.5 & 0.038 & 9.1 & 8.3\\
1.0 & 0.152 & 1.45 & 1.04\\
3.0 & 1.364 & 0.174 & 0.038
\end{tabular}
\end{center}
The law is approached as $\beta\to0$, is about 10\,\% low at $\beta=0.038$ for this contact angle (less at smaller $\theta$, more as $\theta$ nears $\pi$), and is far too optimistic for the large drop. Where the full error is 68\,\%, linear propagation no longer describes $\gamma$: $c$ is then within 1.5 standard errors of zero, where $\gamma$ is unbounded.

\section{Systematic errors and the real measurement}

Suppose edge detection moves the whole outline outward by $\delta$. Then $h$ gains a constant, and
\begin{equation}
b(1-\mu)+\delta=(b+\delta)(1-\mu)+\delta\mu ,
\end{equation}
so the fit sees a larger sphere, shifted vertically. The gravity term $b^3cf$ is unchanged, hence $c$ is reduced by $(1+\delta/b)^{-3}$ and $\delta\gamma/\gamma\simeq3\delta/b$ for small $\beta$. For $\delta=2$ $\mu$m and $b=0.5$ mm this is 1.2\,\%; refitting gives 1.23\,\%, and 0.28\,\% for the large drop.

A vertical scale error $\eta$ is more harmful. It displaces the sphere along its normal by $-\eta z\cos\phi=-\eta b(\mu-\mu^2)$, and the $\mu^2$ term is not absorbed by radius or height. For shallow drops $\mu^2=1-2\epsilon+\epsilon^2$, and $\epsilon^2=-8f$ at leading order. The fit then changes $\beta$ by $-8\eta$, so $\delta\gamma/\gamma\simeq8\eta/\beta$. At $140^\circ$ the coefficient differs, but the sensitivity is plain: $\eta=0.1\,\%$ raises the fitted tension by 8.6\,\% for the small drop and 0.66\,\% for the large one. More edge points do not reduce this error. A wrong magnification that multiplies every length by a factor $m$ multiplies $\gamma$ by $m^2$; an error of 0.5\,\% in length gives 1.0\,\% in $\gamma$ at any drop size.

In a real measurement on gold, a 1\,\% density error shifts $\gamma$ by 11 mN/m, more than the random error of the large drop. With a rough temperature coefficient of magnitude 0.2 mN/m/K, a 5 K spread changes $\gamma$ by 1 mN/m along the surface. The fitted value can move by much more. If $\gamma$ changes by $\Delta\gamma$ from apex to base over the height $H$, the right side of \eqref{yl} gains the term $-2\Delta\gamma\,z/(b\gamma H)$, which imitates $cz$. For small $\beta$ the fitted tension then shifts by the fraction $2\Delta\gamma/(b\,\Delta\rho\,gH)$. For the small drop this is $4.0$ Pa against $143$ Pa, about 2.8\,\% or 30 mN/m; for the large drop it is only of order 0.1\,\%. Such a gradient also drives a flow in the liquid, whose pressure is left out of this estimate because the drop is taken to be at rest. Neglecting nitrogen at 1 atm costs 0.0014\,\%. For a rough vapour pressure of 0.01 Pa, free evaporation moves the edge by 0.06 $\mu$m in 60 s, well below the noise. The assumption of independent edge errors is more fragile: if groups of ten neighbouring points share the same error, $N$ is effectively divided by slightly less than ten, and the small drop's 9\,\% becomes about 28\,\%. Tilt, a noncircular contact line and surface contamination are not included. The recovered 1100 mN/m tests the inversion and is not a measurement of gold. The complete figures are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
input tension 1100 mN/m = 0.0687 eV/angstrom^2
input density 17000 kg/m^3, temperature 1400 K
input contact angle 140 deg, points 200
edge noise 2.0 um, baseline error 2.0 um
c 0.15156 1/mm^2, capillary length 2.569 mm
DROP b = 3.0 mm: beta 1.3640, height 3.242 mm, contact radius 2.100 mm
  volume 49.9146 mm^3, mass 848.55 mg
  noiseless fit: 1100.00 mN/m, 140.000 deg
  one noisy fit: 1101.7 mN/m, 139.59 deg, b 2.9992 mm
  rms misfit of that fit 1.90 um
  tension error: predicted 0.174 %, scatter of c in 80 fits 0.163 %
  angle error: predicted 0.169 deg, scatter 0.164 deg
DROP b = 0.5 mm: beta 0.0379, height 0.857 mm, contact radius 0.329 mm
  volume 0.4848 mm^3, mass 8.24 mg
  noiseless fit: 1100.00 mN/m, 140.000 deg
  one noisy fit: 1113.3 mN/m, 140.18 deg, b 0.4999 mm
  rms misfit of that fit 1.94 um
  tension error: predicted 9.139 %, scatter of c in 80 fits 8.728 %
  angle error: predicted 0.468 deg, scatter 0.439 deg
small drop, first-order gravity distortion: rms 5.54 um
  part not imitated by radius and height: 1.71 um
small drop with gravity times 36: tension error 1.047 %
b (mm), beta, tension error (%): full Jacobian, small-beta law
  0.10  0.00152  1040.265  1035.572
  0.25  0.00947  68.021  66.277
  0.50  0.03789  9.139  8.285
  1.00  0.15156  1.451  1.036
  2.00  0.60623  0.331  0.129
  3.00  1.36402  0.174  0.038
error ratio on halving b from 0.10 mm: 7.975
q(theta): 30 deg 0.00018, 60 deg 0.00286, 90 deg 0.01449, 120 deg 0.04674, 140 deg 0.09011
q/theta^4 at 0.1 rad 0.002381, limit 1/420 = 0.002381
edge bloom 2 um; vertical scale error 0.1 %
  b 3.0 mm, tension bias: bloom +0.279 %, vertical scale +0.659 %
    angle bias: bloom -0.102 deg, vertical scale -0.092 deg
  b 0.5 mm, tension bias: bloom +1.229 %, vertical scale +8.559 %
    angle bias: bloom -0.294 deg, vertical scale -0.132 deg
magnification error 0.5 %: tension bias +1.003 %
density error 1 %: tension bias 11.0 mN/m
nitrogen at 1 atm: density 0.244 kg/m^3, tension bias 0.0014 %
rough slope 0.2 mN/m/K, spread 5 K: tension variation 1.0 mN/m
rough vapour pressure 0.01 Pa: free evaporation recedes edge 0.058 um in 60 s
\end{verbatim}
